# Subband injection and the Fowler–Nordheim exponential in a silicon gate oxide: verification in Python

```python
"""Fowler-Nordheim injection from a subband above the silicon conduction edge.

Result under test: at oxide field F, edge barrier phi and edge slope B,
  P(E)/P(0) = exp{(B/F) [1 - (1 - E/phi)^(3/2)]},
where P is the tunnelling exponential and E the subband bottom above the edge.
Internal units: eV, nm, and V/nm for fields (1 V/nm = 10 MV/cm).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import airy, expit

phi = 3.1             # edge barrier, eV
E_sub = 0.2           # subband bottom above edge, eV
B = 24.2              # edge slope, V/nm
F = 0.8               # oxide field, V/nm
thickness = 8.0       # oxide thickness, nm
eps_ox, eps_si, eps_opt = 3.9, 11.7, 2.15   # relative permittivities, rough
m_normal, m_plane = 0.916, 0.19             # silicon masses / free mass
gap_ox = 9.0          # oxide gap, eV, rough
T = 300.0             # K

# hbar^2/(2 m0) in eV nm^2 and e^2/(4 pi eps0) in eV nm
K0 = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
kT = const.k * T / const.e


def exponent(W, field=F, slope=B):
    """Derived exponent for a barrier W above the emitting level."""
    return slope / field * (W / phi)**1.5


def gain(E, field=F, slope=B):
    return np.exp(exponent(phi, field, slope) - exponent(phi - E, field, slope))


m_ox = K0 * (3 * B / (4 * phi**1.5))**2
W_sub = phi - E_sub
factor = gain(E_sub)


# Exponent from its definition as an integral over the forbidden region
def action(W, image=0.0):
    root = np.sqrt(W**2 - 4 * F * image)
    start, end = (W - root) / (2 * F), (W + root) / (2 * F)

    def kappa(x):
        height = W - F * x - (image / x if image else 0.0)
        return np.sqrt(max(height, 0.0) * m_ox / K0)
    return 2 * quad(kappa, start, end, limit=200)[0]


for W in (phi, W_sub):
    assert abs(action(W) - exponent(W)) < 1e-5
factor_quad = np.exp(action(phi) - action(W_sub))
assert abs(factor_quad / factor - 1) < 1e-5
assert round(factor) == 18
linear = np.exp(1.5 * B / F * E_sub / phi)
assert linear > factor


# Exact outgoing wave in the triangular barrier: flux / interface density
def escape(W):
    """Im(psi* dpsi/dx)/|psi|^2 at the interface, in 1/nm."""
    inverse_length = (F * m_ox / K0)**(1 / 3)
    ai, dai, bi, dbi = airy(inverse_length * W / F)
    psi = bi + 1j * ai
    slope_x = -inverse_length * (dbi + 1j * dai)
    return (np.conj(psi) * slope_x).imag / abs(psi)**2


for W in (phi, W_sub):
    semiclassical = np.sqrt(W * m_ox / K0) * np.exp(-exponent(W))
    assert abs(escape(W) / semiclassical - 1) < 0.02
escape_ratio = escape(W_sub) / escape(phi)
assert abs(escape_ratio / (factor * np.sqrt(W_sub / phi)) - 1) < 0.003


# Apparent slope when the subband energy follows field^(2/3)
def log_P(inverse_field):
    field = 1 / inverse_field
    return -exponent(phi - E_sub * (field / F)**(2 / 3), field)


step = 1e-4
slope_fd = -(log_P(1 / F + step) - log_P(1 / F - step)) / (2 * step)
slope_app = B * np.sqrt(1 - E_sub / phi)
assert abs(slope_fd / slope_app - 1) < 1e-5
B_corrected = B / np.sqrt(1 - E_sub / phi)
factor_corrected = gain(E_sub, slope=B_corrected)


# One-subband Hartree level: hard wall, no depletion charge
def hartree(field, points, length=16.0):
    h = length / (points + 1)
    z = h * np.arange(1, points + 1)
    surface = field * eps_ox / eps_si
    K = K0 / m_normal
    V = surface * z / (1 + z / 2)
    for _ in range(200):
        val, vec = eigh_tridiagonal(2 * K / h**2 + V,
                                    -K / h**2 * np.ones(points - 1),
                                    select='i', select_range=(0, 0))
        density = vec[:, 0]**2 / h
        unscreened = 1 - h * (np.cumsum(density) - density / 2)
        V_new = surface * h * (0.5 + np.cumsum(unscreened) - unscreened / 2)
        change = np.max(abs(V_new - V))
        if change < 1e-8:
            break
        V = V + 0.4 * (V_new - V)
    assert change < 1e-8
    # Force balance: wall pressure equals the mean field, half the surface one
    wall_force = K * density[0] / h**2
    assert abs(wall_force / (surface / 2) - 1) < 0.01
    return val[0], V[-1]


E_coarse, _ = hartree(F, 799)
E_hartree, V_far = hartree(F, 1599)
mesh_shift = E_hartree - E_coarse
assert abs(mesh_shift) < 1e-3
E_half, _ = hartree(F / 2, 1599)
power = np.log(E_hartree / E_half) / np.log(2)
assert abs(power - 2 / 3) < 0.005

# In-plane motion: momentum conserved, Fermi filling of the lowest subband
sheet = eps_ox * F / (4 * np.pi * coulomb)             # electrons per nm^2
dos = 4 * m_plane / (4 * np.pi * K0)                   # spin 2, valleys 2
mu = kT * np.log(np.expm1(sheet / (dos * kT)))
filled = dos * quad(lambda e: expit((mu - e) / kT), 0, 1.0, points=[mu])[0]
assert abs(filled / sheet - 1) < 1e-6


def mean_P(E):
    def weighted(e_plane):
        k_squared = e_plane * m_plane / K0
        W = phi - E - e_plane + K0 * k_squared / m_ox
        return expit((mu - e_plane) / kT) * np.exp(-exponent(W) + exponent(phi))
    top = quad(weighted, 0, 1.0, points=[mu])[0]
    return top * dos / sheet


plane_boost = mean_P(E_sub) / factor
plane_ratio = mean_P(E_sub) / mean_P(0.0)

# Image force with an ideal image plane
image = coulomb / (4 * eps_opt)
assert abs(action(phi, 1e-7) / action(phi) - 1) < 1e-4
G_image = action(phi, image)
factor_image = np.exp(G_image - action(W_sub, image))


# Two-band oxide dispersion, edge exponent held at B/F
def factor_two_band(gap):
    def integral(W):
        return quad(lambda w: np.sqrt(w * (1 - w / gap)), 0, W)[0]
    return np.exp(B / F * (1 - integral(W_sub) / integral(phi)))


assert abs(factor_two_band(1e7) / factor - 1) < 1e-4
factor_franz = factor_two_band(gap_ox)
assert thickness > phi / F

print(f"Edge barrier: {phi:.1f} eV")
print(f"Subband energy above edge: {E_sub:.1f} eV")
print(f"Barrier from subband: {W_sub:.1f} eV")
print(f"Edge slope B: {10*B:.0f} MV/cm")
print(f"Oxide field F: {10*F:.0f} MV/cm")
print(f"Oxide thickness: {thickness:.1f} nm; voltage: {F*thickness:.1f} V")
print(f"Oxide mass implied by B: {m_ox:.3f} free-electron masses")
print(f"Tunnelling distance, edge: {phi/F:.3f} nm")
print(f"Tunnelling distance, subband: {W_sub/F:.3f} nm")
print(f"Barrier ratio to power 3/2: {(W_sub/phi)**1.5:.5f} (no unit)")
print(f"Exponent, edge: {exponent(phi):.3f} (no unit)")
print(f"Exponent, subband: {exponent(W_sub):.3f} (no unit)")
print(f"Exponent drop: {np.log(factor):.3f} (no unit)")
print(f"P at edge: {np.exp(-exponent(phi)):.3e} (no unit)")
print(f"P at subband: {np.exp(-exponent(W_sub)):.3e} (no unit)")
print(f"Enhancement factor, formula: {factor:.2f} (no unit)")
print(f"Enhancement factor, quadrature: {factor_quad:.2f} (no unit)")
print(f"Factor from linear estimate: {linear:.2f} (no unit)")
print(f"Exact escape-rate ratio (Airy): {escape_ratio:.2f} (no unit)")
print(f"Square root of barrier ratio: {np.sqrt(W_sub/phi):.4f} (no unit)")
for E in (0.18, 0.22, 0.30):
    print(f"Factor for subband at {E:.2f} eV: {gain(E):.1f} (no unit)")
for field in (0.6, 1.0):
    print(f"Factor at {10*field:.0f} MV/cm, same subband energy: "
          f"{gain(E_sub, field):.1f} (no unit)")
print(f"Apparent slope with moving subband: {10*slope_app:.1f} MV/cm")
print(f"B if 242 MV/cm were the apparent slope: {10*B_corrected:.1f} MV/cm")
print(f"Factor with that B: {factor_corrected:.1f} (no unit)")
print(f"Optical permittivity of oxide: {eps_opt:.2f} (relative)")
print(f"Edge exponent with image force: {G_image:.2f} (no unit)")
print(f"Factor with image force: {factor_image:.1f} (no unit)")
print(f"Oxide gap in two-band model: {gap_ox:.1f} eV")
print(f"Factor with two-band oxide: {factor_franz:.1f} (no unit)")
print(f"Static permittivities, oxide and Si: {eps_ox}, {eps_si} (relative)")
print(f"Si masses, normal and in-plane: {m_normal}, {m_plane} free masses")
print(f"Temperature: {T:.0f} K")
print(f"Silicon surface field: {10*F*eps_ox/eps_si:.2f} MV/cm")
print(f"Sheet density: {sheet*1e14:.2e} cm^-2")
print(f"Fermi level above subband bottom: {mu:.3f} eV")
print(f"Mean P over P at subband bottom: {plane_boost:.2f} (no unit)")
print(f"Factor after in-plane averaging: {plane_ratio:.1f} (no unit)")
print(f"Hartree subband energy: {E_hartree:.3f} eV")
print(f"Shift on halving the mesh: {1000*mesh_shift:.3f} meV")
print(f"Hartree energy at half field: {E_half:.3f} eV")
print(f"Power of field in Hartree energy: {power:.4f} (no unit)")
print(f"Hartree Fermi level above edge: {E_hartree+mu:.3f} eV")
print(f"Hartree potential far from interface: {V_far:.3f} eV")
print(f"Factor for the Hartree level: {gain(E_hartree):.0f} (no unit)")
print("every check passed")
```

It prints:

```
Edge barrier: 3.1 eV
Subband energy above edge: 0.2 eV
Barrier from subband: 2.9 eV
Edge slope B: 242 MV/cm
Oxide field F: 8 MV/cm
Oxide thickness: 8.0 nm; voltage: 6.4 V
Oxide mass implied by B: 0.421 free-electron masses
Tunnelling distance, edge: 3.875 nm
Tunnelling distance, subband: 3.625 nm
Barrier ratio to power 3/2: 0.90480 (no unit)
Exponent, edge: 30.250 (no unit)
Exponent, subband: 27.370 (no unit)
Exponent drop: 2.880 (no unit)
P at edge: 7.288e-14 (no unit)
P at subband: 1.298e-12 (no unit)
Enhancement factor, formula: 17.81 (no unit)
Enhancement factor, quadrature: 17.81 (no unit)
Factor from linear estimate: 18.68 (no unit)
Exact escape-rate ratio (Airy): 17.21 (no unit)
Square root of barrier ratio: 0.9672 (no unit)
Factor for subband at 0.18 eV: 13.4 (no unit)
Factor for subband at 0.22 eV: 23.6 (no unit)
Factor for subband at 0.30 eV: 72.5 (no unit)
Factor at 6 MV/cm, same subband energy: 46.5 (no unit)
Factor at 10 MV/cm, same subband energy: 10.0 (no unit)
Apparent slope with moving subband: 234.1 MV/cm
B if 242 MV/cm were the apparent slope: 250.2 MV/cm
Factor with that B: 19.6 (no unit)
Optical permittivity of oxide: 2.15 (relative)
Edge exponent with image force: 27.70 (no unit)
Factor with image force: 18.6 (no unit)
Oxide gap in two-band model: 9.0 eV
Factor with two-band oxide: 14.1 (no unit)
Static permittivities, oxide and Si: 3.9, 11.7 (relative)
Si masses, normal and in-plane: 0.916, 0.19 free masses
Temperature: 300 K
Silicon surface field: 2.67 MV/cm
Sheet density: 1.72e+13 cm^-2
Fermi level above subband bottom: 0.108 eV
Mean P over P at subband bottom: 1.75 (no unit)
Factor after in-plane averaging: 17.4 (no unit)
Hartree subband energy: 0.286 eV
Shift on halving the mesh: 0.019 meV
Hartree energy at half field: 0.180 eV
Power of field in Hartree energy: 0.6667 (no unit)
Hartree Fermi level above edge: 0.395 eV
Hartree potential far from interface: 0.324 eV
Factor for the Hartree level: 60 (no unit)
every check passed
```
